\section*{Detailed Balance and the Growth Speed of a Rough Crystal Surface}

\section*{The setting}

A crystal grows from a vapour, a melt or a solution by taking up one molecule at a time. Each molecule gained raises the surface by a height $d$ over the area of one site, so a molecule of volume $\Omega$ occupies a site of area $\Omega/d$. Crystal and surroundings share one temperature $T$. The driving force is
\begin{equation}
\Delta\mu=\mu_{\rm surroundings}-\mu_{\rm crystal},\qquad x=\frac{\Delta\mu}{kT},
\end{equation}
with $k$ the Boltzmann constant. Positive $\Delta\mu$ favours growth, and a positive speed $V$ means that the crystal advances.

A kink is a site where adding a molecule creates another site of the same kind and leaves the surface energy unchanged. In parts (a) and (b) the surface is called rough when a fixed share of its sites are kinks, at which all exchange takes place. The attachment rate $k_+$ and the detachment rate $k_-$ are averages per surface site, so they already contain this share.

\section*{(a) Speed from the two rates}

\textbf{Question.} Find $V$ in terms of $d$, $k_+$ and $\Delta\mu$.

\textbf{Solution.} In a time $t$ a site gains on average $k_+t$ molecules and loses $k_-t$. Each changes the height by $d$, so
\begin{equation}
V=d\,(k_+-k_-). \label{count}
\end{equation}

Thermodynamics fixes the ratio of the rates. Take crystal and surroundings together as one closed system. When a molecule attaches at a kink, the crystal's free energy rises by $\mu_{\rm crystal}$ and that of the surroundings falls by $\mu_{\rm surroundings}$. The total change is
\begin{equation}
\Delta G=\mu_{\rm crystal}-\mu_{\rm surroundings}=-\Delta\mu .
\end{equation}
If the whole system were in equilibrium, the states before and after attachment would have probabilities in the ratio
\begin{equation}
\frac{P_{\rm after}}{P_{\rm before}}=e^{-\Delta G/kT}=e^{\Delta\mu/kT}.
\end{equation}
Detailed balance says that in equilibrium each process is as frequent as its reverse, $P_{\rm before}k_+=P_{\rm after}k_-$. Hence
\begin{equation}
\frac{k_+}{k_-}=e^{\Delta\mu/kT}. \label{db}
\end{equation}
The rates depend on the present state of the surface and its surroundings, not on whether the larger system has reached equilibrium. The ratio therefore also holds during growth, provided the surroundings stay locally in equilibrium at temperature $T$. Inserting $k_-=k_+e^{-\Delta\mu/kT}$ into (\ref{count}) gives
\begin{equation}
\boxed{V=d\,k_+\left(1-e^{-\Delta\mu/kT}\right).} \label{law}
\end{equation}
The bracket is the fraction of attachments not undone by detachments. It vanishes at equilibrium, where exchange continues without net growth.

\section*{(b) What is held fixed?}

\textbf{Question.} Is $V$ proportional to the bracket when $\Delta\mu$ is varied at fixed temperature? Examine small and large driving forces.

\textbf{Solution.} It is if $k_+$ stays fixed. Detailed balance sets only the ratio of the rates, so the driving force may act on either one. Let $k_0$ be their common value at equilibrium, and consider the family
\begin{equation}
k_+=k_0e^{\theta x},\qquad k_-=k_0e^{-(1-\theta)x},\qquad 0\le\theta\le1 .
\end{equation}
The ratio is $e^{x}$ for every $\theta$, so (\ref{law}) holds throughout, but
\begin{equation}
V=d\,k_0\left[e^{\theta x}-e^{-(1-\theta)x}\right]
\end{equation}
depends on $\theta$. Two cases mark the ends:
\begin{align}
\theta=0:&\quad V=d\,k_0(1-e^{-x}), &&\text{levelling off at } d\,k_0,\\
\theta=1:&\quad V=d\,k_0(e^{x}-1), &&\text{growing without levelling off.}
\end{align}
In the first case attachment is fixed and driving suppresses detachment. In the second, detachment is fixed and driving increases attachment. Part (e) shows that an ideal vapour belongs to the second case.

For small $x$, expanding both exponentials to second order gives
\begin{equation}
V=d\,k_0\left[x+\tfrac12(2\theta-1)x^2+\dots\right].
\end{equation}
The leading term is the same for every $\theta$: close to equilibrium the speed is linear in the driving force. If temperature is varied instead, $k_0$ changes as well, and the bracket alone does not give the temperature dependence.

\section*{(c) Many kinds of site}

\textbf{Question.} On a real surface the binding varies from site to site. Does the law survive averaging over surface shapes?

\textbf{Solution.} Let $C$ be a surface shape, meaning the relative heights of all columns, and $E(C)$ its surface energy. Let $C'$ be the shape after one molecule is added. The free energy change is now $-\Delta\mu+E(C')-E(C)$, so the rates $w$ obey
\begin{equation}
\frac{w(C'\to C)}{w(C\to C')}=e^{-x}\,e^{[E(C')-E(C)]/kT}. \label{dbc}
\end{equation}
Suppose that during growth the shapes keep their equilibrium weights $P(C)\propto e^{-E(C)/kT}$. Then
\begin{equation}
\frac{P(C')}{P(C)}=e^{-[E(C')-E(C)]/kT}.
\end{equation}
Multiplying the two ratios cancels the surface energies:
\begin{equation}
P(C')\,w(C'\to C)=e^{-x}P(C)\,w(C\to C').
\end{equation}
Summing over all pairs of shapes that differ by one added molecule gives
\begin{align}
\text{net rate}&=\sum_{C,C'}\left[P(C)w(C\to C')-P(C')w(C'\to C)\right]\nonumber\\
&=(1-e^{-x})\sum_{C,C'}P(C)\,w(C\to C').
\end{align}
The last sum is the mean attachment rate. With equilibrium weights the law therefore holds for any mixture of sites. What remains open is whether growth preserves those weights.

\section*{(d) When does growth disturb the surface?}

\textbf{Question.} Let every allowed attachment have rate $k_0e^{x}$, and let detachment from $C'$ to $C$ have rate $k_0e^{[E(C')-E(C)]/kT}$. Find the condition for the equilibrium weights to be stationary during growth.

\textbf{Solution.} These rates satisfy (\ref{dbc}). For a shape $C$, let $n(C)$ be the number of allowed attachments and $R(C)$ the total detachment rate. Starting from equilibrium weights, there are three contributions to $dP(C)/dt$.

First, $C$ is left at the total rate $n(C)k_0e^{x}+R(C)$.

Second, $C$ is reached by detachment from each higher shape $C'$. Each such term is $P(C')k_0e^{[E(C')-E(C)]/kT}=P(C)k_0$, and together they give $n(C)k_0P(C)$.

Third, $C$ is reached by attachment from each lower shape $B$. Each term is
\begin{equation}
P(B)k_0e^{x}=P(C)\,e^{[E(C)-E(B)]/kT}k_0e^{x}=e^{x}P(C)\,w(C\to B),
\end{equation}
and together they give $e^{x}R(C)P(C)$. Adding the gains and subtracting the loss,
\begin{align}
\frac{dP(C)}{dt}&=P(C)\left[e^{x}R+nk_0-nk_0e^{x}-R\right]\nonumber\\
&=(e^{x}-1)\,P(C)\,\left[R(C)-n(C)k_0\right]. \label{drift}
\end{align}
The weights are stationary at $x\neq0$ if $R(C)=n(C)k_0$ for every shape.

Now take a single row of columns, in which a height difference of one unit between neighbours costs energy $J$. Removing a molecule from the flat row creates two such differences (on a square lattice of columns it would create four), so its rate is $k_0e^{-2J/kT}$, while an attachment at equilibrium has rate $k_0$. For large $J/kT$ the condition fails badly. By (\ref{drift}), growth initially removes weight from the flat shape and gives it to shapes with isolated added molecules, which detach easily. For $J/kT\to0$ all detachments have rate $k_0$, and without a limit on slopes every column can both gain and lose a molecule, so the condition is met.

The size of the effect was found by solving for the steady state of a ring of five columns with neighbouring height differences of at most 3, which has 1451 shapes. At $x=0.693$ the law predicts a net rate equal to $0.500$ of the attachment rate. The steady states give
\begin{center}
\begin{tabular}{ccc}
$J/kT$ & net/attachment & relative to law\\
0.2 & 0.488 & 0.976\\
1.0 & 0.347 & 0.694\\
3.0 & 0.023 & 0.045
\end{tabular}
\end{center}
With equilibrium weights imposed, the ratio is $0.500$ for all three bonds, as part (c) requires. The weakly bound ring follows the law to about 2\%, and more than half of this gap is due to the limit on slopes: with that limit even $J=0$ gives 0.986, while at $J/kT=0.2$ a limit of 8 gives 0.983 and a long row without a limit about 0.99. The strongly bound one, whose equilibrium shape is mostly flat, grows more than twenty times too slowly for its attachment rate: most molecules leave before a new layer forms. The percentages belong to this small ring and this driving force. On a short ring kinks can appear only in pairs, while a long row always holds thermal kinks on about $2e^{-J/kT}$ of its sites when $J/kT$ is large. A row of 100 columns gives about 0.73 at $J/kT=1$ and 0.13 at $J/kT=3$, the latter three times the value in the table. They show that, when molecules attach equally fast at every allowed site, the law needs a rough surface or some other lasting supply of kinks. Other rates that obey (\ref{dbc}) can follow the law more closely or less closely, so the size of the effect belongs to the rates chosen here. With attachment rates $k_0\min(1,e^{x-[E(C')-E(C)]/kT})$ the same ring reaches 0.95 of the law at $J/kT=3$. It still grows slowly, but now because the mean attachment rate itself is small on a flat shape.

\section*{(e) Growth from an ideal vapour}

\textbf{Question.} Express $\Delta\mu$ and $V$ through the vapour pressure $p$ and the equilibrium pressure $p_{\rm eq}$.

\textbf{Solution.} The partition function of $N$ ideal-gas molecules in a volume $\mathcal V$ is $Z_N=(\mathcal Vq)^N/N!$, where $q$ depends on temperature alone. For large $N$,
\begin{equation}
\mu=-kT\ln\frac{Z_{N+1}}{Z_N}=-kT\ln\frac{\mathcal Vq}{N+1}\simeq kT\ln\frac{p}{kTq},
\end{equation}
because $N/\mathcal V=p/kT$. At $p_{\rm eq}$ the vapour and the crystal have equal chemical potentials. Neglecting the small effect of pressure on the crystal,
\begin{equation}
\Delta\mu=kT\ln\frac{p}{p_{\rm eq}},\qquad e^{x}=\frac{p}{p_{\rm eq}}. \label{mup}
\end{equation}

The arriving flux is the vapour density times the mean velocity towards the surface, counting molecules that move towards it. With $m$ the molecular mass,
\begin{align}
\Phi(p)&=\frac{p}{kT}\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv\nonumber\\
&=\frac{p}{kT}\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}=\frac{p}{\sqrt{2\pi mkT}} .
\end{align}
If every arriving molecule is incorporated, $k_+=\Phi(p)\,\Omega/d$. From (\ref{law}) and (\ref{mup}),
\begin{equation}
V=\Omega\,\Phi(p)\left(1-\frac{p_{\rm eq}}{p}\right)=\frac{\Omega\,(p-p_{\rm eq})}{\sqrt{2\pi mkT}}. \label{hk}
\end{equation}
This is the case $\theta=1$: at fixed temperature the speed is linear in pressure. If a pressure-independent fraction of arrivals sticks, detailed balance reduces detachment by the same fraction, and $V$ is multiplied by it. In vacuum $k_+\to0$ while the bracket tends to $-\infty$. Their product stays finite, and the crystal evaporates at $V=-\Omega\Phi(p_{\rm eq})$.

\section*{(f) An ice film on a cold stage}

\textbf{Question.} Evaluate the law for crystalline water ice at 180 K. Use the rough values $p_{\rm eq}=4\times10^{-5}$ Torr and $\Omega=0.032$ nm$^3$, so $d=0.317$ nm, and assume full sticking and plentiful kinks.

\textbf{Solution.} The flux at equilibrium is 247 molecules nm$^{-2}$ s$^{-1}$. The exchange speed is
\begin{equation}
\Omega\Phi(p_{\rm eq})=0.032\times247\simeq7.9\ {\rm nm/s},
\end{equation}
which corresponds to $7.9/0.317\simeq25$ detachments per site per second. At $p=2p_{\rm eq}$, with $kT=0.0155$ eV,
\begin{align}
\Delta\mu&=0.0155\ln2=0.0107\ {\rm eV},\\
V&=0.317\times49.7\times0.50\simeq7.9\ {\rm nm/s}.
\end{align}
A layer is completed in about 0.04 s. At $p=5p_{\rm eq}$ the bracket rises from 0.50 to 0.80, a factor of 1.6, but the speed rises fourfold to 32 nm/s because $k_+$ has grown too. At $p=0.5p_{\rm eq}$ the film evaporates at 3.9 nm/s.

The linear form $d\,k_+x$, with the actual $k_+$, exceeds the law by the factor $x/(1-e^{-x})\simeq1+x/2$. At $p=1.1p_{\rm eq}$ it gives 0.83 instead of 0.79 nm/s, about 5\% too high. At $p=2p_{\rm eq}$ it gives 10.9 instead of 7.9 nm/s.

\section*{(g) Are there enough kinks?}

\textbf{Question.} Estimate $J/kT$ for ice from a sublimation energy of roughly 0.53 eV. Then find how the speed depends on the spacing $l$ of parallel steps that are rich in kinks.

\textbf{Solution.} In a simple-cubic model, removing a molecule from a kink breaks three bonds, so one bond is worth $0.53/3$ eV. Breaking a bond exposes two faces, and a unit height difference exposes one. Hence $J=0.53/6$ eV and $J/kT\simeq5.7$. The real lattice is not simple cubic, but the estimate lies well beyond the most strongly bound case of part (d), where thermal kinks are rare. Steps alone may not be enough. In this model a kink on a straight step costs $J$ and can point either way, so thermal kinks occupy only about $2e^{-5.7}\simeq0.007$ of the step's sites. How much such a straight step captures depends on the step spacing and on how far adsorbed molecules diffuse. Steps that are curved or run at an angle to the rows of molecules carry more kinks, as may occur on a tilted or irregular deposit.

Let $\rho(y)$ be the density of adsorbed molecules on a terrace, $D$ their diffusion constant and $\tau$ their time before evaporation. If the steps move slowly compared with diffusion,
\begin{equation}
D\rho''-\frac{\rho}{\tau}+\Phi=0,\qquad \rho(\pm l/2)=\Phi_{\rm eq}\tau ,
\end{equation}
since kink-rich steps hold the adjacent density at equilibrium. Put $\rho=\Phi_{\rm eq}\tau+(\Phi-\Phi_{\rm eq})\tau u$ and $x_s=\sqrt{D\tau}$. The common factor $\Phi-\Phi_{\rm eq}$ cancels, leaving
\begin{equation}
x_s^2u''-u+1=0,\qquad u=1-\frac{\cosh(y/x_s)}{\cosh(l/2x_s)} .
\end{equation}
The net gain per area is the mean of $\Phi-\rho/\tau=(\Phi-\Phi_{\rm eq})(1-u)$. The speed (\ref{hk}) is therefore multiplied by
\begin{equation}
\frac1l\int_{-l/2}^{l/2}(1-u)\,dy=\frac{2x_s}{l}\tanh\frac{l}{2x_s}.
\end{equation}
For a chosen $x_s=20$ nm this share is 0.99 at $l=5$ nm, 0.68 at 50 nm and 0.08 at 500 nm. A surface with close, kink-rich steps can thus obey the rough law without being thermally rough. If kinks are sparse along the steps, the share is smaller. This applies to straight steps in the model above: their thermal kinks lie about $0.317/0.0067\simeq47$ nm apart, more than the chosen $x_s$, so the shares given hold for them only if molecules move readily along the step edges. A facet without steps lies outside this estimate, because it must first nucleate layers.

\section*{(h) What a real cold stage changes}

\textbf{Question.} At $p=2p_{\rm eq}$, how far do warm vapour, small grains and heating move the speed from 7.9 nm/s?

\textbf{Solution.} Vapour coming from walls at 295 K violates the assumption of one temperature. At the same pressure its flux is multiplied by $\sqrt{180/295}=0.78$, while detachment is unchanged:
\begin{equation}
V\simeq7.9\,(2\times0.78-1)\simeq4.4\ {\rm nm/s},
\end{equation}
a fall of 44\%. Growth now stops at $p/p_{\rm eq}=\sqrt{295/180}\simeq1.28$ instead of 1.

For a spherical grain of radius $r$, adding a volume $\Omega$ increases the area by $2\Omega/r$. With a rough surface energy $\gamma=0.1$ J/m$^2$ and $r=50$ nm, the cost $2\gamma\Omega/r$ is 0.0008 eV. It raises $p_{\rm eq}$ by the factor $e^{0.0008/0.0155}\simeq1.05$ and lowers $V$ by 5\%.

Wall radiation brings at most 370 W/m$^2$, the value for a black film and black walls, and condensation releases 21 W/m$^2$. A chosen film-to-stage conductance of 1000 W/(m$^2$ K) then gives a warming of at most 0.39 K. Along the equilibrium line the two chemical potentials change equally. Each changes by $-s\,dT+v\,dp$, with $s$ and $v$ the entropy and volume per molecule. Neglecting the crystal's volume and using $v=kT/p$ for the vapour, $(s_{\rm vapour}-s_{\rm crystal})\,dT=kT\,dp_{\rm eq}/p_{\rm eq}$. The entropy difference is $L/T$, with $L$ the heat of sublimation per molecule, so $d\ln p_{\rm eq}/dT=L/kT^2$. At the largest warming the fractional rise of $p_{\rm eq}$ is about
\begin{equation}
\frac{0.53\times0.39}{0.0155\times180}\simeq0.07,
\end{equation}
and the full calculation lowers $V$ by 8\%. Surfaces that are not black give a smaller loss. With this upper limit for the radiation, all three effects together leave 3.4 nm/s, which is 57\% below the ideal result.

The 180 K used here was chosen so that detachment matters. Much colder at the same pressure $p$, $p_{\rm eq}$ is tiny, the bracket is close to one and the arriving flux sets the rate of deposition. Below roughly 130 K real water vapour deposits as amorphous, often porous ice, and the crystal picture and the value of $\Omega$ used here no longer apply. With the grain radius and conductance chosen here, the warm vapour costs most of the three effects; much smaller grains or much poorer thermal contact can reverse this order. A lack of steps, as in part (g), can cost more. Arrival without collisions also requires a chamber shorter than the rough collision length of 0.5 m. The numerical output below lists the values used.

\section*{Computed results}
\begin{verbatim}
SURFACE MODEL, ring of 5 columns, slopes up to 3
number of surface shapes: 1451
dmu/kT: 0.6931; law 1-exp(-dmu/kT): 0.5000
J/kT=0.2: net/attachment rate=0.4881, divided by law=0.9762
  same ratio with Boltzmann weights: 0.5000
J/kT=1.0: net/attachment rate=0.3469, divided by law=0.6938
  same ratio with Boltzmann weights: 0.5000
J/kT=3.0: net/attachment rate=0.0225, divided by law=0.0451
  same ratio with Boltzmann weights: 0.5000
ICE FILM INPUTS (material values rough)
film temperature: 180 K; wall temperature: 295 K
equilibrium pressure: 4.0e-05 Torr
volume per molecule: 0.032 nm^3; height d: 0.317 nm
molecular mass: 2.991e-26 kg; kT: 0.01551 eV
sublimation energy: 0.53 eV; surface energy: 0.1 J/m^2
simple-cubic estimate of J/kT for ice: 5.69
SPEEDS (one temperature, full sticking)
equilibrium flux: 246.7 molecules/(nm^2 s)
detachment rate per site: 24.87 1/s
equilibrium exchange speed: 7.896 nm/s
speed in vacuum: -7.896 nm/s
p/p_eq=0.5: dmu=-0.01075 eV, k_plus=12.44 1/s
  bracket=-1.0000, V=-3.948 nm/s, linear form=-2.737 nm/s
p/p_eq=1.1: dmu=0.00148 eV, k_plus=27.36 1/s
  bracket=0.0909, V=0.790 nm/s, linear form=0.828 nm/s
p/p_eq=2.0: dmu=0.01075 eV, k_plus=49.74 1/s
  bracket=0.5000, V=7.896 nm/s, linear form=10.946 nm/s
p/p_eq=5.0: dmu=0.02496 eV, k_plus=124.35 1/s
  bracket=0.8000, V=31.584 nm/s, linear form=63.540 nm/s
time per layer at p/p_eq=2: 0.0402 s
SUPPLY BETWEEN STEPS, diffusion length 20 nm
step spacing 5 nm: captured share 0.9948
step spacing 50 nm: captured share 0.6786
step spacing 500 nm: captured share 0.0800
NEGLECTED EFFECTS at p/p_eq=2
vapour at wall temperature: V=4.440 nm/s, change -43.8 %
grain radius: 50 nm; curvature energy: 0.000799 eV
curved grains: V=7.479 nm/s, change -5.3 %
radiation: 369.9 W/m^2; latent heat: 21.0 W/m^2
stage conductance: 1000 W/(m^2 K); warming: 0.391 K
warmed film: V=7.298 nm/s, change -7.6 %
all three together: V=3.394 nm/s, change -57.0 %
collision cross-section: 0.5 nm^2; rough collision length: 0.47 m
\end{verbatim}
